# The Conductance Peak of a Continuum of Interface Traps: verification in Python

```python
# Result under test: for a uniform continuum of interface traps that exchange
# electrons with one band,
#     G_p/omega = q^2 D ln(1+x^2)/(2x),   x = omega*tau,   tau = 1/(c n_s),
# with a single maximum at x = sqrt(-2/W0(-2 exp(-2)) - 1), near 1.98.
# D: trap density per area and energy; c: capture coefficient;
# n_s: equilibrium surface electron density; f: trap occupancy;
# level: (trap energy - Fermi energy)/kT. Reduced quantities are in units q^2 D.
import numpy as np
from scipy.constants import e as q_e, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit, lambertw


def g_formula(x):
    return np.log1p(x**2) / (2 * x)


def c_formula(x):
    return np.arctan(x) / x


def h_single(y):
    return y / (1 + y**2)


def find_peak(function, low=0.1, high=100.0):
    """Position and height of a maximum, searched in ln x."""
    res = minimize_scalar(lambda s: -function(np.exp(s)),
                          bounds=(np.log(low), np.log(high)),
                          method="bounded", options={"xatol": 1e-10})
    return np.exp(res.x), -res.fun


# --- nonlinear rate equations in time, many levels, sinusoidal potential ---
def driven_traps(x, amplitude=0.02, steps=400):
    """Time unit tau; amplitude in kT/q; returns G/omega and C, reduced."""
    spacing = 0.1
    levels = np.arange(-180, 181) * spacing
    emission = np.exp(levels)
    f = expit(-levels)
    dt = 2 * np.pi / x / steps
    wait = int(np.ceil(12 * x / (2 * np.pi))) * steps
    in_phase = quadrature = 0.0
    capture_old = 1.0
    for n in range(1, wait + steps + 1):
        phase = 2 * np.pi * n / steps
        capture = np.exp(amplitude * np.sin(phase))
        rate_old = capture_old - (capture_old + emission) * f
        f = ((f + dt / 2 * (rate_old + capture))
             / (1 + dt / 2 * (capture + emission)))
        capture_old = capture
        if n > wait:
            charge = spacing * f.sum()
            in_phase += charge * np.sin(phase)
            quadrature += charge * np.cos(phase)
    scale = 2 / (steps * amplitude)
    return -scale * quadrature, scale * in_phase


time_results = []
for x in (0.5, 2.0, 8.0):
    g_time, c_time = driven_traps(x)
    # finite amplitude and time step leave errors of order 1e-4
    assert abs(g_time / g_formula(x) - 1) < 1e-3
    assert abs(c_time / c_formula(x) - 1) < 1e-3
    time_results.append((x, g_time, g_formula(x), c_time, c_formula(x)))

# --- energy integral of the linear response, and its numerical maximum ---
d_level = 0.02
level_grid = np.arange(-1500, 1501) * d_level
f_grid = expit(-level_grid)
weight = f_grid * expit(level_grid) * d_level


def g_energy(x):
    return np.sum(weight * x * f_grid / (1 + (x * f_grid)**2))


x_numeric, g_numeric = find_peak(g_energy)
w_root = lambertw(-2 * np.exp(-2), 0).real
x_peak = np.sqrt(-2 / w_root - 1)
g_peak = h_single(x_peak)
assert abs(x_numeric - x_peak) < 1e-6
assert abs(g_numeric - g_peak) < 1e-10

# one maximum only, over eight decades
scan = np.array([g_energy(x) for x in np.logspace(-4, 4, 401)])
slope_sign = np.sign(np.diff(scan))
assert np.count_nonzero(np.diff(slope_sign)) == 1

# running average of the single-relaxation curve
for x in (0.7, 3.0, 9.0):
    average = quad(h_single, 0, x)[0] / x
    assert abs(average - g_energy(x)) < 1e-9

# a level at the Fermi energy alone: occupancy 1/2
x_fermi, g_fermi = find_peak(lambda x: (1 / (1 + 0.5j * x)).imag * -1)
assert abs(x_fermi - 2) < 1e-6 and abs(g_fermi - 0.5) < 1e-10


# --- which energies matter, and the width of the peak ---
def peak_integrand(level):
    f = expit(-level)
    return f * expit(level) * x_peak * f / (1 + (x_peak * f)**2)


window_share = quad(peak_integrand, -3, 3)[0] / g_numeric
f_low, f_high = expit(-3.0), expit(3.0)
share_formula = (np.log((1 + (x_peak * f_high)**2)
                        / (1 + (x_peak * f_low)**2)) / np.log1p(x_peak**2))
assert abs(window_share - share_formula) < 1e-8

half_low = brentq(lambda x: g_energy(x) - g_numeric / 2, 0.01, x_peak)
half_high = brentq(lambda x: g_energy(x) - g_numeric / 2, x_peak, 100)
single_low = brentq(lambda x: h_single(x) - 0.25, 0.01, 1)
single_high = brentq(lambda x: h_single(x) - 0.25, 1, 100)
width_continuum = half_high / half_low
width_single = single_high / single_low
assert width_continuum > width_single

# --- Gaussian surface-potential fluctuations; tau is then the median ---
sigma = 2.0
shift = np.linspace(-8 * sigma, 8 * sigma, 1601)
gauss = np.exp(-shift**2 / (2 * sigma**2))
gauss /= gauss.sum()
x_fluct, g_fluct = find_peak(
    lambda x: np.sum(gauss * g_formula(x * np.exp(shift))))
assert x_fluct > 1.05 * x_peak and g_fluct < g_peak

# --- worked example: synthetic measurement on a model gate stack ---
temperature = 300.0       # K
c_ox = 2.0e-6             # F/cm^2
c_dep = 0.3e-6            # F/cm^2
density = 1.0e12          # 1/(cm^2 eV)
cross_section = 1.0e-16   # cm^2
velocity = 1.0e7          # cm/s
n_surface = 1.0e14        # 1/cm^3
tau = 1 / (cross_section * velocity * n_surface)
c_trap = q_e * density    # q^2 D in F/cm^2, since D is per eV
branch_c = c_trap * weight
branch_r = tau * f_grid / branch_c


def measured(omega):
    """Conductance and capacitance of the whole stack, per area."""
    traps = np.sum(1 / (branch_r + 1 / (1j * omega * branch_c)))
    semiconductor = traps + 1j * omega * c_dep
    total = 1 / (1 / (1j * omega * c_ox) + 1 / semiconductor)
    return total.real, total.imag / omega


def extracted(omega):
    g_m, c_m = measured(omega)
    return omega * c_ox**2 * g_m / (g_m**2 + omega**2 * (c_ox - c_m)**2)


omega_peak, height = find_peak(extracted, 0.1 / tau, 100 / tau)
omega_raw, height_raw = find_peak(lambda w: measured(w)[0] / w,
                                  0.1 / tau, 100 / tau)
density_found = height / (q_e * g_peak)
tau_found = x_peak / omega_peak
assert abs(density_found / density - 1) < 1e-6
assert abs(tau_found / tau - 1) < 1e-5
assert omega_raw > 1.01 * omega_peak
g_m_peak, c_m_peak = measured(omega_peak)
density_wrong = 2 * height / q_e
tau_wrong = 1 / omega_peak

print("Reduced values are in units of q^2 D; x = omega*tau")
print("Time integration against formula:")
for x, gt, gf, ct, cf in time_results:
    print(f" x={x:.1f}: G/omega {gt:.5f} vs {gf:.5f}; C {ct:.5f} vs {cf:.5f}")
print(f"Lambert root w = {w_root:.6f}")
print(f"Peak position x, Lambert formula = {x_peak:.6f}")
print(f"Peak position x, energy integral = {x_numeric:.6f}")
print(f"Peak height, reduced = {g_peak:.6f}")
print(f"Inverse peak height = {1 / g_peak:.4f}")
print(f"Level at Fermi energy alone: peak x = {x_fermi:.4f}")
print(f"Share of peak from within 3 kT of E_F = {window_share:.4f}")
print(f"Half-height points x = {half_low:.4f} and {half_high:.3f}")
print(f"Half-height frequency ratio, continuum = {width_continuum:.2f}")
print(f"Half-height frequency ratio, single level = {width_single:.2f}")
print(f"Fluctuation width = {sigma:.1f} kT/q")
print(f" peak x (median tau) = {x_fluct:.3f}, height = {g_fluct:.4f}")
print("Model gate stack:")
print(f" temperature = {temperature:.0f} K")
print(f" thermal voltage kT/q = {1e3 * k_B * temperature / q_e:.3f} mV")
print(f" C_ox = {c_ox * 1e6:.2f} uF/cm^2")
print(f" depletion capacitance = {c_dep * 1e6:.2f} uF/cm^2")
print(f" D = {density:.3e} 1/(cm^2 eV)")
print(f" capture cross section = {cross_section:.1e} cm^2")
print(f" thermal velocity = {velocity:.1e} cm/s")
print(f" surface electron density = {n_surface:.1e} 1/cm^3")
print(f" tau = {tau * 1e6:.3f} us")
print(f" q^2 D = {c_trap * 1e9:.3f} nF/cm^2")
print(f" peak angular frequency = {omega_peak:.5e} rad/s")
print(f" peak frequency = {omega_peak / (2 * np.pi) / 1e3:.3f} kHz")
print(f" peak G_p/omega = {height * 1e9:.3f} nF/cm^2")
print(f" G_m at that frequency = {g_m_peak * 1e3:.4f} mS/cm^2")
print(f" C_m at that frequency = {c_m_peak * 1e9:.3f} nF/cm^2")
print(f" raw G_m/omega peak at x = {omega_raw * tau:.4f}")
print(f" raw G_m/omega peak height = {height_raw * 1e9:.3f} nF/cm^2")
print(f" recovered D = {density_found:.4e} 1/(cm^2 eV)")
print(f" recovered tau = {tau_found * 1e6:.4f} us")
print(f" D if read as single level = {density_wrong:.4e} 1/(cm^2 eV)")
print(f" tau if read with x=1 = {tau_wrong * 1e6:.4f} us")
print("all good")
```

Printed output:

```
Reduced values are in units of q^2 D; x = omega*tau
Time integration against formula:
 x=0.5: G/omega 0.22314 vs 0.22314; C 0.92728 vs 0.92730
 x=2.0: G/omega 0.40235 vs 0.40236; C 0.55357 vs 0.55357
 x=8.0: G/omega 0.26090 vs 0.26090; C 0.18081 vs 0.18081
Lambert root w = -0.406376
Peak position x, Lambert formula = 1.980291
Peak position x, energy integral = 1.980291
Peak height, reduced = 0.402371
Inverse peak height = 2.4853
Level at Fermi energy alone: peak x = 2.0000
Share of peak from within 3 kT of E_F = 0.9464
Half-height points x = 0.4402 and 12.616
Half-height frequency ratio, continuum = 28.66
Half-height frequency ratio, single level = 13.93
Fluctuation width = 2.0 kT/q
 peak x (median tau) = 2.426, height = 0.2370
Model gate stack:
 temperature = 300 K
 thermal voltage kT/q = 25.852 mV
 C_ox = 2.00 uF/cm^2
 depletion capacitance = 0.30 uF/cm^2
 D = 1.000e+12 1/(cm^2 eV)
 capture cross section = 1.0e-16 cm^2
 thermal velocity = 1.0e+07 cm/s
 surface electron density = 1.0e+14 1/cm^3
 tau = 10.000 us
 q^2 D = 160.218 nF/cm^2
 peak angular frequency = 1.98029e+05 rad/s
 peak frequency = 31.517 kHz
 peak G_p/omega = 64.467 nF/cm^2
 G_m at that frequency = 8.9389 mS/cm^2
 C_m at that frequency = 327.055 nF/cm^2
 raw G_m/omega peak at x = 2.1475
 raw G_m/omega peak height = 45.226 nF/cm^2
 recovered D = 1.0000e+12 1/(cm^2 eV)
 recovered tau = 10.0000 us
 D if read as single level = 8.0474e+11 1/(cm^2 eV)
 tau if read with x=1 = 5.0498 us
all good
```
